# Vacancy diffusion averaged over rapidly exchanging charge states, part 2

A vacancy in a semiconducting sheet changes its charge state \(q\) by exchange with the carriers. It lives on a triangular lattice of equivalent sites \(\mathbf R\) with spacing \(a\) and jumps along each of six hop vectors \(\boldsymbol\delta\) at the rate \(w_q\), keeping its charge. The question is when its diffusion coefficient is the average

\[
\bar D=\sum_q p_qD_q .\tag{1}
\]

Here \(D_q=\frac32a^2w_q\) belongs to a frozen charge, and \(p_q\) is the stationary occupation. The probability \(P_q(\mathbf R,t)\) obeys

\[
\frac{dP_q(\mathbf R)}{dt}=w_q\sum_{\boldsymbol\delta}\big[P_q(\mathbf R-\boldsymbol\delta)-P_q(\mathbf R)\big]+\sum_{q'}K_{qq'}P_{q'}(\mathbf R).\tag{2}
\]

For \(q\ne q'\), \(K_{qq'}\) is the rate from \(q'\) to \(q\); each column of \(K\) sums to zero. With \(\pi_q(t)=\sum_{\mathbf R}P_q(\mathbf R,t)\), at any exchange rate,

\[
\frac{d\langle R^2\rangle}{dt}=4\sum_qD_q\,\pi_q(t).\tag{10}
\]

This follows because a hop changes \(R^2\) by \(2\mathbf R\cdot\boldsymbol\delta+a^2\), and the first term cancels over the six hops.

For two states, \(\kappa\) is the sum of the capture rate (\(0\to1\)) and the emission rate (\(1\to0\)). At large \(\kappa\) a density ripple of wavevector \(\mathbf k\) varies as \(e^{\lambda t}\) with

\[
\lambda=-\bar\Gamma+\frac{p_0p_1(\Gamma_0-\Gamma_1)^2}{\kappa}+\dots\tag{9}
\]

where \(\Gamma_q=w_q\,s(\mathbf k)\), \(\bar\Gamma=\sum_qp_q\Gamma_q\) and \(s(\mathbf k)=\sum_{\boldsymbol\delta}(1-\cos\mathbf k\cdot\boldsymbol\delta)\le9\). The averaged walker has no charge and hops to each neighbour at the rate \(\bar w=\sum_qp_qw_q\). A start in state 0 gives

\[
\langle R^2\rangle=4\left[\bar Dt-p_1(D_1-D_0)\frac{1-e^{-\kappa t}}{\kappa}\right].\tag{11}
\]

Model tests use an arbitrary unit of time. The closing list of numbers includes two earlier tests. The spectrum test of (9) used \(\kappa=1000\) on \(6\times6\) sites. The three-state test used hop rates 0.05, 0.30 and 0.60, and exchange rates 1.0 (\(0\to1\)), 0.5 (\(1\to2\)), 0.8 (\(2\to0\)), 0.2 (\(1\to0\)), 0.1 (\(2\to1\)) and 0.1 (\(0\to2\)), all multiplied by 0.02 (slow) or 20 (fast).

## The shape of the spread, the limits, and a sulphur vacancy

The symbols carry over as follows. A vacancy in charge state \(q\) hops at the rate \(w_q\) to each of six neighbours at distance \(a\) and has \(D_q=\frac32a^2w_q\). Its stationary occupations are \(p_q\), and a bar denotes the average with these weights. For two states, \(\kappa\) is the sum of the capture and emission rates. It was shown that the mean square displacement grows with slope \(4\bar D\) once the occupations are stationary, at any exchange rate, and that for \(\kappa\) much larger than the hop rates the whole distribution becomes that of one walker with hop rate \(\bar w\).

What slow exchange does to the distribution is seen most directly by following one charge history \(q(t)\). Exchange does not depend on position, so the history is independent of the hops. For a given history the hops are independent random events with a rate that varies in time, and the transform of the position distribution is \(e^{-s(\mathbf k)W}\) with \(W=\int_0^tw_{q(t')}dt'\). The observed distribution is the average over histories.

Take \(\mathbf k\) along a hop direction \(x\). Then \(\sum\delta_x^2=3a^2\) and \(\sum\delta_x^4=2a^4+4a^4/16=\frac94a^4\), so \(s=\frac32a^2k^2-\frac{3}{32}a^4k^4+\dots\). Let \(A=\frac32a^2W=\int_0^tD_{q(t')}dt'\). Expanding the exponential and averaging gives

\[
\langle e^{-sW}\rangle=1-k^2\langle A\rangle+k^4\left[\tfrac12\langle A^2\rangle+\tfrac{3}{32}a^4\langle W\rangle\right]+\dots
\]

By definition this is also \(1-\frac12k^2\langle x^2\rangle+\frac1{24}k^4\langle x^4\rangle+\dots\). Comparison yields \(\langle x^2\rangle=2\langle A\rangle\) and \(\langle x^4\rangle=12\langle A^2\rangle+\frac94a^4\langle W\rangle\), and therefore

\[
\langle x^4\rangle-3\langle x^2\rangle^2=\tfrac94a^4\langle W\rangle+12\,\mathrm{Var}(A).\tag{12}
\]

The left side vanishes for a Gaussian. The first term on the right comes from the finite hop length and is present for a walker with a single charge as well. The second measures how unequally different vacancies have shared their time between the charge states.

For two states with stationary occupations, let \(\chi(t)\) be 1 in state 1 and 0 in state 0. A vacancy found in state 1 is there again after a time \(\tau\) with probability \(p_1+p_0e^{-\kappa\tau}\). The covariance of \(\chi\) at two times is then \(p_1(p_1+p_0e^{-\kappa\tau})-p_1^2=p_0p_1e^{-\kappa\tau}\). Since \(D_q=D_0+(D_1-D_0)\chi\), the double time integral gives

\[
\mathrm{Var}(A)=2p_0p_1(D_1-D_0)^2\int_0^t(t-\tau)e^{-\kappa\tau}d\tau
=2p_0p_1(D_1-D_0)^2M,\tag{13}
\]

\[
M=\frac1\kappa\left[t-\frac{1-e^{-\kappa t}}{\kappa}\right].
\]

For \(\kappa t\ll1\), \(M\to t^2/2\), and the variance is that of two separate populations, one slow and one fast. For \(\kappa t\gg1\), \(M\to t/\kappa\), which disappears as exchange becomes fast.

These formulas were tested against the master equation for \(w=(0.05,\,0.5)\), \(p=(0.4,\,0.6)\) and \(t=4\). The excess kurtosis, which is (12) divided by \(\langle x^2\rangle^2\), comes out as 1.004 for \(\kappa=0.5\) and 0.209 for \(\kappa=50\). The averaged walker has 0.195. All three cases have the same \(\langle x^2\rangle\), so a measurement of the mean square displacement alone could not tell them apart.

The derivation of (1) assumed that a vacancy in a given charge state hops from every site at the same rate in all directions. A chain with spacing \(a\), sites of equal energy and hop rates that alternate between \(u\) and \(v\) shows what can happen otherwise. In a steady state the same current \(J\) crosses every bond, so the site probability drops by \(J/u\) across one bond and by \(J/v\) across the next. The density per length is the site probability divided by \(a\), and its gradient over the period \(2a\) has magnitude \(J(1/u+1/v)/(2a^2)\). Dividing \(J\) by this gradient gives

\[
D=\frac{2a^2uv}{u+v}.\tag{14}
\]

The slow bond controls the motion. Now suppose that state 0 has \(u=1\), \(v=0.01\), that state 1 has the two rates interchanged, and that both are equally likely. By (14) each state has \(D=0.02/1.01=0.0198\) in units of \(a^2\) per unit time, and so has their average. Fast exchange, however, lets the vacancy cross each bond in whichever state is favourable. The rates are averaged before they enter (14), both bonds acquire the rate 0.505, and \(D=0.505\). The master equation on a ring of 200 sites gives 0.0198 for \(\kappa=10^{-4}\) and 0.505 for \(\kappa=10^4\). In this chain fast exchange makes the average of the diffusion coefficients wrong by a factor of about 25, while slow exchange restores it.

The derivation of (10) shows where the argument breaks. It needed the term \(2\mathbf R\cdot\boldsymbol\delta\) to cancel among the hops from one site. On the alternating chain a vacancy in a given state prefers one direction, its next hop tends to undo the last, and the cancellation is lost. A vacancy close to a dopant, an edge or a grain boundary can be in this position, and (1) should not be applied there without an examination of the individual barriers.

A lateral field also favours a direction. If the charge states drift with velocities \(v_q\), each history has the mean displacement \(\int v_{q(t')}dt'\), which differs from one vacancy to another. The variance along the field is the average variance within a history plus the variance of these means. The second part follows from (13) with velocities in place of diffusion coefficients:

\[
\mathrm{Var}(x)=2\bar D_xt+2p_0p_1(v_1-v_0)^2M .\tag{15}
\]

Here \(D_{x,q}\) is half the sum of \(\delta_x^2\) times the hop rates in the field. At long times the effective coefficient is \(\bar D_x+p_0p_1(v_1-v_0)^2/\kappa\), so in a field the average needs fast exchange even at long times. Equation (15) was tested with the model rates above, the hop rates of state 1 being multiplied by \(e^{0.4\delta_x/a}\). The long-time excess of the effective coefficient over \(\bar D_x\) is then 8.9 % for \(\kappa=2\) and 0.35 % for \(\kappa=50\).

To apply (1) the occupations must be known. Consider a neutral state and a singly negative state in equilibrium with conduction electrons at chemical potential \(\mu\). Adding one electron costs the energy \(E_t\), and the states have degeneracies \(g_0\) and \(g_-\). The Gibbs weights give

\[
\frac{p_-}{p_0}=\frac{g_-}{g_0}\,e^{(\mu-E_t)/kT}.\tag{16}
\]

The electron density \(n\) replaces \(\mu\). A parabolic band in two dimensions has the constant density of states \(m/(2\pi\hbar^2)\) for each spin and valley. With two spins and two valleys, and \(\mu\) several \(kT\) below the band edge \(E_c\), integration over the Boltzmann factor gives

\[
n=N_c\,e^{(\mu-E_c)/kT},\qquad N_c=\frac{4mkT}{2\pi\hbar^2}.
\]

Let \(\varepsilon=E_c-E_t\) be the depth of the level. Eliminating \(\mu\) from (16) turns the ratio into \(n/n_1\), and with (1)

\[
n_1=\frac{g_0}{g_-}N_ce^{-\varepsilon/kT},\qquad
p_-=\frac{n}{n+n_1},\qquad \bar D=\frac{n_1D_0+nD_-}{n_1+n}.\tag{17}
\]

If electrons are captured at the rate \(Cn\), equilibrium requires \(Cn\,p_0\) to equal the emission rate times \(p_-\). The emission rate is therefore \(Cn_1\), and \(\kappa=C(n+n_1)\). The coefficient \(C\) sets the speed of exchange and drops out of \(\bar D\).

The example is a sulphur vacancy in monolayer MoS2 during an anneal at 900 K, where \(kT=0.0776\) eV. The model takes \(a=0.32\) nm, an attempt frequency of \(10^{13}\ \mathrm{s^{-1}}\), barriers of 2.3 eV (neutral) and 2.1 eV (negative), a level 0.4 eV below the band, \(m=0.5\,m_e\), \(g_-/g_0=2\) for spin, \(n=2\times10^{11}\ \mathrm{cm^{-2}}\) and \(C=0.01\ \mathrm{cm^2/s}\). Then \(N_c=3.24\times10^{13}\ \mathrm{cm^{-2}}\), and

\[
n_1=\tfrac12\,(3.24\times10^{13})\,e^{-0.4/0.07756}\ \mathrm{cm^{-2}}=9.3\times10^{10}\ \mathrm{cm^{-2}},
\]

so that \(p_-=2.00/(2.00+0.932)=0.682\) and \(p_0=0.318\). The attempt frequency times the Boltzmann factor of each barrier gives hop rates of 1.32 and \(17.4\ \mathrm{s^{-1}}\) per neighbour. With \(\frac32a^2=0.1536\ \mathrm{nm^2}\) these become \(D_0=0.203\) and \(D_-=2.67\ \mathrm{nm^2/s}\), and

\[
\bar D=0.318\times0.203+0.682\times2.67=1.89\ \mathrm{nm^2/s}=1.89\times10^{-14}\ \mathrm{cm^2/s}.
\]

The negative state supplies 97 % of this. In one second the root mean square distance is \(\sqrt{4\bar Dt}=2.7\) nm. With everything else fixed, \(\bar D\) is 0.64 at \(n=2\times10^{10}\) and \(2.56\ \mathrm{nm^2/s}\) at \(n=2\times10^{12}\ \mathrm{cm^{-2}}\). In this model the electron density can thus shift the diffusion coefficient between the limits \(D_0\) and \(D_-\) and no further.

Capture proceeds at \(2.0\times10^9\) and emission at \(9.3\times10^8\ \mathrm{s^{-1}}\). Their sum exceeds the total hop rate of the negative state, about \(104\ \mathrm{s^{-1}}\), by a factor of \(2.8\times10^7\), and the relative correction in (9) is at most \(1.4\times10^{-8}\). The value of \(C\) is uncertain, but exchange would still be a hundred times faster than hopping at \(C=3.6\times10^{-8}\ \mathrm{cm^2/s}\). A hop has a definite charge only if exchange is slow compared with the crossing of the barrier. For a crossing of 1 ps the sum of both rates gives 0.3 % as an upper bound on the chance of an exchange; from a given state only one of the two processes is possible. This estimate uses the rates of the resting vacancy, and they may change as the level moves during the crossing. In equilibrium, and with a saddle point common to both states, faster exchange would change little, since the flux over the saddle is then a sum of Boltzmann weights over the charge states, which is again \(\sum_qp_qw_q\). If instead the charge states rest at different positions, each exchange moves the defect, and (2) does not apply even when exchange is slow compared with the crossing.

Set beside the real material, the parameters are rough. Calculated barriers for an isolated sulphur vacancy lie near 2 eV, and its acceptor level lies some tenths of an eV below the conduction band. The lower barrier of the negative state is a model choice, and so is the direction in which \(\bar D\) changes with \(n\). The barriers matter strongly: an error of 0.1 eV in both changes \(\bar D\) by a factor of 3.6. The attempt frequency multiplies \(\bar D\) directly, so an error of a factor of three in it counts nearly as much. A level shallower or deeper by 0.1 eV gives 1.12 or \(2.39\ \mathrm{nm^2/s}\). The ratio \(g_-/g_0=2\) counts spin only, although the acceptor level is an orbital doublet. If the splitting of the doublet is small compared with \(kT\), the ratio is 4, and (17) gives \(2.21\ \mathrm{nm^2/s}\).

The assumption that real sheets break most plainly is that of an isolated vacancy. At a vacancy density of \(10^{12}\ \mathrm{cm^{-2}}\), a rough value for fairly clean material, the spacing is 10 nm. The negative vacancies then carry more charge than the electrons do, so \(n\) must be held by donors or a gate. With a relative permittivity of 4, the unscreened Coulomb energy at this spacing is 0.036 eV. A level made shallower or deeper by that amount gives 1.62 or \(2.11\ \mathrm{nm^2/s}\). Within a time of order (spacing)\(^2/4\bar D=13\) s meetings between vacancies become common, and pairs that start close together meet much earlier. What they do then lies outside the model.

The remaining effects are estimated one at a time, all at \(n=2\times10^{11}\ \mathrm{cm^{-2}}\). Six further valleys 0.2 eV above the band edge, with mass \(0.6\,m_e\), would lower \(\bar D\) by 7 % at fixed \(n\). If degeneracies count spin only, a doubly negative state with its level at the band edge would have an occupation of 0.2 %, yet with a barrier another 0.2 eV lower it would add 4 %: a rare state counts if it is fast. Its occupation relative to the singly negative state grows with \(n\), and at \(2\times10^{12}\ \mathrm{cm^{-2}}\) it would add nearly 40 %. With a nearly degenerate orbital doublet its share would be about three times as large, because two electrons can occupy the doublet in six ways and one electron in four, so that the ratio of degeneracies rises from 1/2 to 3/2. This counts the six two-electron states as equal in energy; if only the spin triplet lies at the band edge, the ratio is 3/4 and the factor is 1.5. Tunnelling, in the leading Wigner estimate with the barrier frequency set equal to the attempt frequency, raises the rates by 1.2 %, and electron degeneracy changes \(\bar D\) by 0.1 %. A field of 0.1 MV/cm gives \(eFa/kT=0.04\) and a mean drift of 0.24 nm/s, small beside the 2.7 nm of diffusive spread in the first second. The drift grows as \(t\) and the spread as \(\sqrt t\), so the drift overtakes after \(4\bar D/\bar v^2\approx140\) s. The field term in (15) is \(5\times10^{-12}\) of \(\bar D\). These field estimates keep the equilibrium occupations, although a lateral field of this size can heat the carriers and change them.

## Numbers as computed

```
3 states: p = [0.2816 0.4417 0.2767], sum pD = 0.46893 a^2/time
  lattice D, slow/fast exchange: 0.46893 0.46893
  spectrum gap, exchange x1 / x10: 7.05e-03 7.06e-04 1/time
2 states: w = [0.05 0.5 ], p = [0.4 0.6], t = 4.0, sum pD = 0.4800
  neutral start, kappa 0.5: MSD lattice 4.87849 a^2
  same from formula 4.87849; 4Dt = 7.68000 a^2
  excess kurtosis kappa 0.5 / 50: 1.0036 0.2095
  excess kurtosis of averaged walker: 0.1953
  spectrum error, 1st/2nd order: 3.94e-03 3.18e-06
  field excess/D, kappa 2 / 50: 0.0886 0.0035
Chain: rates 1.0 0.01; D of each charge 0.0198 a^2/time
  lattice D slow 0.0198, fast 0.5049 a^2/time
  D from mean rates 0.5050 a^2/time
Example: T = 900 K, kT = 0.07756 eV, a = 0.32 nm, nu = 1e+13 1/s
  barriers neutral, negative: [2.3 2.1] eV; level depth 0.4 eV
  n = 2.0e+11 cm^-2, mass 0.5 m_e, C = 0.01 cm^2/s, g = 2
  Nc = 3.240e+13 cm^-2, n1 = 9.324e+10 cm^-2
  p neutral, negative: 0.3180 0.6820
  w neutral, negative: 1.320 17.399 1/s per neighbour
  D neutral, negative: 0.2027 2.6724 nm^2/s
  D average = 1.8872 nm^2/s = 1.887e-14 cm^2/s
  share of D from negative state: 0.9658
  rms distance in 1 s: 2.748 nm
  n = 2e+10 cm^-2: p_neg = 0.1766, D = 0.6390 nm^2/s
  n = 2e+11 cm^-2: p_neg = 0.6820, D = 1.8872 nm^2/s
  n = 2e+12 cm^-2: p_neg = 0.9555, D = 2.5624 nm^2/s
  capture 2.00e+09, emission 9.32e+08 1/s
  exchange / fastest total hop rate: 2.81e+07
  largest relative shape correction: 1.4e-08
  C for exchange = 100 x hopping: 3.6e-08 cm^2/s
Neglected effects:
  exchange chance in a 1 ps crossing: 2.9e-03
  degeneracy: D changes by 0.09 %
  valleys 0.2 eV up (6, 0.6 m_e): D by -7.1 %
  2- level at band edge: p = 2.1e-03
  2- with barrier 0.2 eV lower: adds 3.9 % to D
  tunnelling (Wigner): rates up 1.2 %
  field 0.1 MV/cm: eFa/kT = 0.0413
  mean drift 0.235 nm/s; field excess/D = 4.7e-12
  vacancies 1e+12 cm^-2: spacing 10.0 nm, eps 4
  Coulomb energy at spacing: 0.0360 eV
  level shifted by -/+ that: D = 1.621 / 2.113 nm^2/s
  encounter time spacing^2/4D: 13.2 s
  level depth -/+ 0.1 eV: D = 1.120 / 2.391 nm^2/s
  both barriers off by 0.1 eV: D off by factor 3.63
```
